# Oxide–ion boundary shifts from a 0.1 eV formation-energy error

## What an unconverted energy error conceals

A computed Pourbaix diagram shows sharp lines, but the energies behind them are uncertain. Suppose an oxide is predicted to dissolve below pH 2.8, while an experiment finds dissolution below pH 3.4. Without a conversion from energy to pH, one cannot say whether this disagreement reveals missing chemistry or lies within an error of 0.1 eV in the oxide's formation energy.

Two quick conversions suggest themselves: 0.1 eV is 0.1 V, or it is 0.1 eV divided by 0.059 eV, about 1.7 pH units. The first gives the size of the shift at fixed pH if the reaction exchanges one electron per metal atom; the second gives it at fixed potential against the standard hydrogen electrode if the reaction exchanges one proton. The actual displacement depends on the proton and electron counts, on their signs, and on what is held fixed. Near a change of dominant ion, a second dissolved species can also matter, and on some paths its effect grows exponentially with the error.

## Counts and the boundary equation

Let the oxide be $\mathrm{MO}_w$, with $w$ oxygen atoms per metal atom, and let the ion be $\mathrm{MO}_a\mathrm{H}_b^{\,z}$, with charge number $z$, positive for a cation. Per metal atom, the reaction is written from ion to oxide:

$$
\mathrm{MO}_a\mathrm{H}_b^{\,z}+(w-a)\mathrm{H_2O}
\rightleftharpoons \mathrm{MO}_w+n_H\mathrm{H^+}+n_e e^- .
$$

The water coefficient balances oxygen. The left side contains $b+2(w-a)$ hydrogen atoms, and on the right all hydrogen is in the protons. The charge is $z$ on the left and $n_H-n_e$ on the right. Therefore

$$
n_H=2(w-a)+b,\qquad n_e=n_H-z .
$$

A negative count means that the species is consumed.

Potentials $U$ are measured against the standard hydrogen electrode (SHE). With $\lambda=kT\ln10$, the chemical potentials on this scale are $\mu(\mathrm{H^+})=-\lambda\,\mathrm{pH}$ and $\mu(e^-)=-eU$. Water has unit activity and the ion has activity $\alpha$. The standard reaction free energy is

$$
\Delta G^\circ=g_{\rm ox}-g_{\rm ion}-(w-a)g_{\rm water},
$$

where each $g$ is a formation free energy and $g_{\rm ox}$ is taken per metal atom. Products minus reactants gives

$$
\Delta G=\Delta G^\circ-n_H\lambda\,\mathrm{pH}-n_e eU-kT\ln\alpha .
$$

The ion is a reactant, hence the minus sign before its activity term. The oxide forms where $\Delta G<0$, and the boundary is $\Delta G=0$.

## Leading order: one dominant ion

Let the calculated reaction energy be $\Delta G^\circ+\delta$. Positive $\delta$ means that the oxide is computed too unstable relative to the ion. The correct and the erroneous boundary satisfy

$$
\Delta G^\circ-n_H\lambda\,\mathrm{pH}_0-n_e eU_0-kT\ln\alpha=0,
$$

$$
\Delta G^\circ+\delta-n_H\lambda\,\mathrm{pH}_1-n_e eU_1-kT\ln\alpha=0 .
$$

Subtracting the first from the second removes $\Delta G^\circ$ and the activity term:

$$
n_H\lambda\,\Delta\mathrm{pH}+n_e e\,\Delta U=\delta .
$$

This is one equation for two displacements, so a path must be chosen:

$$
\Delta\mathrm{pH}=\frac{\delta}{n_H\lambda}\quad(U\text{ fixed}),\qquad
\Delta U=\frac{\delta}{n_e e}\quad(\mathrm{pH}\text{ fixed}).
$$

These are two readings of the same displaced line. Applying both at once would move the line twice.

At 298.15 K, $\lambda=0.05916$ eV, and $\delta=0.1$ eV gives

$$
\Delta\mathrm{pH}=\frac{1.69}{n_H},\qquad \Delta U=\frac{0.1\ \mathrm V}{n_e}.
$$

Larger counts make a boundary less sensitive. If $n_e=0$, the line is vertical and has no potential displacement at fixed pH. If $n_H=0$, it is horizontal and has no pH displacement at fixed potential. A zero count does not mean that the line stays where it was.

### Which energy is wrong by 0.1 eV?

The derivation needs the error per metal atom in the reaction. For an oxide $\mathrm M_x\mathrm O_y$, an error $E$ per formula unit gives $\delta=E/x$. The same number quoted per atom of the solid gives $\delta=(x+y)E/x$. For $\mathrm{M_2O_3}$, an error of 0.1 eV therefore means:

- per metal atom, $\delta=0.10$ eV;
- per formula unit, $\delta=0.05$ eV;
- per atom of the solid, $\delta=0.25$ eV.

The last two differ by a factor of five. An error in the electronic formation energy passes unchanged into the free energy if the thermal terms are left as they are.

Errors in the other species enter with the signs of the reaction:

$$
\delta=\delta_{\rm ox}-\delta_{\rm ion}-(w-a)\delta_{\rm water}.
$$

An error shared by oxide and ion, per metal atom, cancels. If the three errors are instead independent random quantities with standard deviations $\sigma$, their cross terms average to zero and

$$
\sigma_\delta^2=\sigma_{\rm ox}^2+\sigma_{\rm ion}^2+(w-a)^2\sigma_{\rm water}^2 .
$$

Known signed errors are added with their signs; independent uncertainties are added in quadrature.

## First correction: a minority ion

The leading result assumes that one ion carries all the dissolved metal. Here the boundary is instead defined by a fixed total activity $\alpha_T$, summed over all ions. Let ion 1 dominate, and let ion 2 contribute the small fraction $\varepsilon$ of $\alpha_T$ at the correct boundary.

A common notation covers all paths. Let $q$ be the energy coordinate along the path: $q=\lambda\,\mathrm{pH}$ at fixed potential, or $q=eU$ at fixed pH. Let $\nu_i$ be the coefficient of $q$ in the boundary equation of ion $i$, so that $\nu_i$ is $n_H$ or $n_e$ respectively. If $\delta_i$ is the error in the reaction of ion $i$, the condition $\Delta G=0$ for that ion shows that its equilibrium activity changes by the factor

$$
\exp\!\left(\frac{\delta_i-\nu_i\Delta q}{kT}\right).
$$

The total must again equal $\alpha_T$. Division by $\alpha_T$ gives

$$
(1-\varepsilon)e^{(\delta_1-\nu_1\Delta q)/kT}
+\varepsilon e^{(\delta_2-\nu_2\Delta q)/kT}=1 .
$$

For $\varepsilon=0$ this returns $\nu_1\Delta q=\delta_1$. For small $\varepsilon$, write $\nu_1\Delta q=\delta_1+c$. The first exponential becomes $e^{-c/kT}\simeq1-c/kT$. The second term already carries a factor $\varepsilon$, so the leading value $\Delta q=\delta_1/\nu_1$ suffices there. To first order,

$$
1-\varepsilon-\frac{c}{kT}
+\varepsilon\exp\!\left(\frac{\delta_2-(\nu_2/\nu_1)\delta_1}{kT}\right)=1 .
$$

Solving for $c$ gives the first correction:

$$
\nu_1\Delta q\simeq\delta_1+kT\varepsilon
\left[\exp\!\left(\frac{\delta_2-(\nu_2/\nu_1)\delta_1}{kT}\right)-1\right].
$$

It requires more than $\varepsilon\ll1$: the product of $\varepsilon$ and the exponential must also be small. That product is roughly the share of ion 2 at the displaced boundary. An ion that is negligible at the correct boundary may be important at the erroneous one.

### Three paths for two bare cations

Take $\mathrm M^{2+}$ as the dominant ion, $\mathrm M^{3+}$ as the minority, and $\mathrm{M_2O_3}$ as the oxide, so that $w=3/2$. Both cations have $n_H=3$; their electron counts are 1 and 0. An error in the oxide alone enters both reactions equally, $\delta_1=\delta_2=\delta$.

**Fixed potential.** Here $\nu_1=\nu_2=3$. The exponent vanishes and so does the correction. In fact the full two-ion condition has the common factor $e^{(\delta-3\Delta q)/kT}$, so $\Delta\mathrm{pH}=\delta/(3\lambda)$ for any mixture of these cations. Where other ions are negligible, the acid boundary translates rigidly in pH.

**Fixed pH.** Here $\nu_1=1$ and $\nu_2=0$, and the correction is

$$
e\Delta U\simeq\delta+kT\varepsilon\left(e^{\delta/kT}-1\right).
$$

This case can also be solved in closed form. The two-ion condition is

$$
(1-\varepsilon)e^{(\delta-e\Delta U)/kT}+\varepsilon e^{\delta/kT}=1 .
$$

Moving the second term to the right, dividing by $1-\varepsilon$ and taking the logarithm gives

$$
e\Delta U=\delta+kT\ln\frac{1-\varepsilon}{1-\varepsilon e^{\delta/kT}} .
$$

Expanding both logarithms to first order recovers the correction. The closed form also shows where the expansion ends: as $\varepsilon e^{\delta/kT}$ approaches 1, the displacement diverges. Beyond that value no boundary exists at this pH, because $\mathrm M^{3+}$ alone exceeds the permitted total and its activity does not respond to potential. The two signs of $\delta$ behave differently. For negative $\delta$ the exponential is below 1, and the first correction is no larger in magnitude than $kT\varepsilon$.

**Fixed potential against the reversible hydrogen electrode (RHE).** On this scale $U=U_{\rm RHE}-\lambda\,\mathrm{pH}/e$. Substitution gives

$$
n_H\lambda\,\mathrm{pH}+n_e(eU_{\rm RHE}-\lambda\,\mathrm{pH})
=z\lambda\,\mathrm{pH}+n_e eU_{\rm RHE},
$$

because $n_H-n_e=z$. The coefficient of $q=\lambda\,\mathrm{pH}$ is now the ion charge, so $\nu_1=2$ and $\nu_2=3$:

$$
2\lambda\,\Delta\mathrm{pH}\simeq\delta+kT\varepsilon\left(e^{-\delta/2kT}-1\right).
$$

At leading order the shift is $\delta/(2\lambda)$ instead of $\delta/(3\lambda)$, since the SHE potential changes along this path. For positive $\delta$ the correction is small and negative.

## A model diagram

Consider a model metal with round formation free energies: $-7.8$ eV for $\mathrm{M_2O_3}$ per formula unit, $-2.5$ eV for water, $-1.0$ eV for $\mathrm M^{2+}$, 0 for $\mathrm M^{3+}$, and $-4.7$ eV for $\mathrm{MO_4^{2-}}$. They represent no particular element. The total dissolved activity is $10^{-6}$, so $kT\ln\alpha_T=-6\lambda=-0.355$ eV. The error is $\delta=0.1$ eV per metal atom.

### The acid side

For $\mathrm M^{2+}$ the reaction energy is

$$
\Delta G^\circ=-\frac{7.8}{2}+1.0+\frac32(2.5)=0.85\ \mathrm{eV}.
$$

At $U=0.7$ V the correct boundary lies at

$$
\mathrm{pH}_0=\frac{0.85+0.355-0.7}{3(0.05916)}=2.85 .
$$

The error adds

$$
\Delta\mathrm{pH}=\frac{0.1}{3(0.05916)}=0.563,
$$

which moves the boundary to pH 3.41. The disagreement described at the start is thus the size that a 0.1 eV error produces for these counts. Its sign is the opposite one: there the computed boundary lies below the measured one, which corresponds to $\delta=-0.1$ eV, an oxide computed too stable. This does not prove the error to be the cause, but if an error of this size is plausible, the disagreement alone cannot establish missing chemistry.

At fixed pH 4, the same error moves the boundary from 0.495 to 0.595 V. With the other normalizations, 0.1 eV per formula unit gives 0.28 pH units or 0.05 V, and 0.1 eV per atom of the solid gives 1.41 pH units or 0.25 V.

At $U_{\rm RHE}=0.9$ V the boundary moves from pH 2.58 to 3.42. The shift of 0.845 is $3/2$ times the shift at fixed SHE potential, as the coefficients 3 and 2 require.

Errors in several species can offset one another. Let the oxide error be 0.10 eV per metal atom, the $\mathrm M^{2+}$ error 0.04 eV and the water error 0.02 eV, all positive. Then

$$
\delta=0.10-0.04-\frac32(0.02)=0.03\ \mathrm{eV},
$$

and the pH shift falls to 0.169. If the same three numbers were independent standard deviations, the result would be $\sqrt{0.10^2+0.04^2+0.03^2}=0.11$ eV, slightly more than the oxide uncertainty alone.

### The alkaline side

For $\mathrm{MO_4^{2-}}$, $a=4$, $b=0$ and $z=-2$. The counts are

$$
n_H=2\left(\frac32-4\right)=-5,\qquad n_e=-5-(-2)=-3 .
$$

Forming the oxide from this ion consumes protons and electrons. A positive $\delta$ therefore moves the boundary to lower pH or lower potential:

$$
\Delta\mathrm{pH}=\frac{0.1}{-5(0.05916)}=-0.338,\qquad
\Delta U=\frac{0.1}{-3}=-0.033\ \mathrm V .
$$

At $U=0.7$ V the boundary moves from pH 10.13 to 9.79. The oxide field loses ground on both sides, and its width at this potential shrinks by 0.90 pH units, from 7.28 to 6.38. An oxide computed too stable by 0.1 eV would widen the field by the same amount. This alkaline edge lies above the oxygen-evolution line, which the model water energy places at 0.65 V at pH 10.13. It is therefore outside the stability field of water and serves only to illustrate the negative counts.

### Where the correction matters

The oxide error multiplies every equilibrium activity at fixed pH and potential by $e^{\delta/kT}=49$. This factor sets the reach of the minority ion.

At pH 1.3 the correct boundary is at 0.986 V, where $\mathrm M^{2+}$ makes up 0.633 of the dissolved metal and $\mathrm M^{3+}$ the remaining 0.367. Then $\varepsilon e^{\delta/kT}=0.367\times49=18$, far above 1. With the error, the boundary at this pH has disappeared. A scan from 0 to 1.5 V finds a lowest equilibrium activity of $1.8\times10^{-5}$, which is 18 times the permitted total. The leading estimate of 0.1 V would have placed a boundary where there is none.

For an infinitesimal error the boundary at pH 1.3 still responds smoothly. Differentiating $\sum_i\alpha_i=\alpha_T$ at fixed pH gives

$$
\sum_i\alpha_i\,(d\delta-n_{e,i}e\,dU)=0,
\qquad
\frac{dU}{d\delta}=\frac{1}{e\langle n_e\rangle},
$$

where the average is weighted by the dissolved fractions. Here $\langle n_e\rangle=0.633$, and the slope is 1.58 V per eV. This local slope cannot be extrapolated to 0.1 eV, as the disappearance of the boundary shows.

The correction is useful at somewhat higher pH. The equilibrium activity of $\mathrm M^{3+}$ falls as $10^{-3\,\mathrm{pH}}$, so along the correct boundary

$$
\varepsilon=0.367\times10^{-3(\mathrm{pH}-1.3)} .
$$

The condition $49\,\varepsilon=0.1$ gives $\varepsilon=0.0020$, reached at pH 2.05. There the first correction is

$$
\frac{kT}{e}\,\varepsilon\left(e^{\delta/kT}-1\right)
=0.0257\times0.0020\times48\simeq0.0025\ \mathrm V,
$$

while the closed form gives 0.0027 V. The leading shift of 0.1 V is then low by about 3 percent. The limit $49\,\varepsilon=1$ is reached at pH 1.72. This is also where the error places the steep $\mathrm M^{3+}$ branch: at $U=1.2$ V that branch moves from pH 1.155 to 1.718. At fixed pH, the boundary is lost once the displaced branch has passed that pH. The divergence of the closed form is a two-ion result: in this model the oxyanion closes the oxide field from above, and the displacement ends at about 0.46 V. The points at 1.2 V also lie slightly above the oxygen-evolution line, which is at 1.18 V at pH 1.155 in this model.

At fixed potential the cation boundary only translates, as long as the oxyanion is negligible there. Where the oxide field is narrower than the 0.90 pH units it loses, it closes: at 1.5 V it spans pH 1.155 to 2.01 without the error and is absent with it. The cation boundary shifts by 0.563 pH units at 0.7, 1.0 and 1.2 V alike, although the dominant ion changes over this range. For an error in the oxide alone, the displacement in this region of the model is therefore best quoted in pH at fixed SHE potential. This rests on both cations having the same proton count. Hydrolysed species, common for real trivalent metals, break it: adding $\mathrm{MOH^{2+}}$ with a hydrolysis pK of 2.2 raises the shift at 1.1 V to 0.595, and a neutral $\mathrm{M(OH)_3(aq)}$, for which $n_H=n_e=0$, at equilibrium activity $10^{-7}$ rises to $4.9\times10^{-6}$ and removes the oxide field altogether. An error in only one of the cations, or a path at fixed RHE potential, gives a pH shift that varies as the dominant ion changes.

## What was tested, and what can still fail

The boundaries were also located without using the reaction counts. Chemical potentials of the atoms were built from pH and potential, the activities of all three ions in equilibrium with the oxide were summed, and the point where the sum equals $10^{-6}$ was found numerically. The tests cover the leading shifts for both signs of $\delta$, the normalizations, the combination and cancellation of errors, the RHE path, the rigid translation, the mixed-ion slope and the lost boundary. The first-correction formula at intermediate $\varepsilon$ rests on the derivation above. The printed values are in the numerical output.

The estimate assumes that the same oxide and the same set of ions remain relevant. If the error lets another solid become more stable, the oxide–ion boundary may end or vanish even where the minority-ion correction is small. The competing solids must then be compared again with the changed energy. The formulas also hold the activity fixed. At fixed concentration, an activity coefficient that varies along the path adds a term of its own. Finally, a Pourbaix boundary describes equilibrium; slow dissolution or a protective film can displace an observed onset without any error in the formation energy.

## Calculated quantities

```
temperature = 298.15 K; kT = 0.025693 eV
lam = kT ln 10 = 0.05916 eV per pH unit
total dissolved activity = 1e-06
error delta = 0.10 eV per metal atom
model formation free energy M2O3 = -7.80 eV
model formation free energy H2O = -2.50 eV
model formation free energy M2+ = -1.00 eV
model formation free energy M3+ = 0.00 eV
model formation free energy MO4^2- = -4.70 eV
M2+: n_H = 3, n_e = 1
M3+: n_H = 3, n_e = 0
MO4^2-: n_H = -5, n_e = -3
M2+ at U = 0.7 V: pH 2.845 -> 3.409, shift +0.563
M2+ at pH 4: U 0.4950 -> 0.5950 V, shift +0.1000 V
MO4^2- at U = 0.7 V: pH 10.125 -> 9.787, shift -0.338
MO4^2- at pH 10: U 0.7124 -> 0.6790 V, shift -0.0333 V
oxide field at U = 0.7 V: change of width = -0.902 pH units
0.1 eV per metal atom: delta = 0.100 eV, M2+ shifts +0.563 pH or +0.1000 V
0.1 eV per formula unit: delta = 0.050 eV, M2+ shifts +0.282 pH or +0.0500 V
0.1 eV per atom of solid: delta = 0.250 eV, M2+ shifts +1.409 pH or +0.2500 V
combined errors: oxide 0.10 per M, M2+ 0.04, water 0.02 eV
combined errors: net 0.030 eV, M2+ pH shift +0.169
M2+ at U_RHE = 0.9 V: pH 2.577 -> 3.423, shift +0.845
equilibrium activities multiplied by 49.0
cation boundary at U = 0.7 V: pH 2.845 -> 3.409, shift +0.563
cation boundary at U = 1.0 V: pH 1.255 -> 1.819, shift +0.563
cation boundary at U = 1.2 V: pH 1.155 -> 1.718, shift +0.563
pH 1.3: boundary U = 0.9860 V, M2+ fraction = 0.633
pH 1.3: mean n_e = 0.633, dU/d(delta) = 1.579 V/eV
pH 1.3 with error: lowest equilibrium activity = 1.80e-05
potential range of that scan = 0.0 to 1.5 V
```
